# Why minor-loop congruency fails when ferroelectric grains interact

A ferroelectric film is cycled between −0.4 and 1.2 MV/cm, a range too narrow to saturate it. The resulting minor loop can be recorded after negative saturation, when the film sits at low polarization, or after positive saturation, when it sits higher. If the grains switch independently at fixed thresholds, the two loops have the same height and shape and differ by a vertical displacement. This property is called congruency. In the film treated below, whose grains share a polarization-dependent field, the second loop is 41% taller than the first.

The cause is that equal applied fields are no longer equal local fields. The mean field is not sufficient by itself, however: the distribution of grain thresholds must also change along the direction in which that field moves the loop.

## Independent grains: where congruency comes from

Let each of $N$ grains carry switchable polarization $+p$ or $-p$, with $Np=P_s$. A grain switches up when its field rises to $\alpha$ and down when its field falls to $\beta<\alpha$. Write

$$\alpha=u+c,\qquad \beta=u-c,\qquad c>0,$$

where $c$ is the coercive threshold and $u$ the bias of the grain. Thresholds are fixed, and the field is swept slowly enough for every grain to follow.

Take first a film without interactions, cycled between $E_1$ and $E_2>E_1$ after one initial excursion to $E_2$ and back. Each grain falls into one of three groups:

- If $\alpha\le E_2$ and $\beta\ge E_1$, it is up at $E_2$ and down at $E_1$, so it switches in every cycle.
- If $\alpha\le E_2$ but $\beta<E_1$, it is up at $E_2$ and stays up.
- If $\alpha>E_2$, it cannot switch up. It may have been up earlier, but once down it stays down.

The first group alone produces the loop. Each of its grains changes the polarization by $2p$, so the height is

$$h=F(E_1,E_2),$$

where $F(x,y)$ is $2P_s$ times the fraction of grains with $\beta\ge x$ and $\alpha\le y$. By the same counting, the rising branch is $P=P_1+F(E_1,E)$ and the falling branch is $P=P_2-F(E,E_2)$, with $P_1$ and $P_2$ the polarizations at the lower and upper turning points. History enters through the vertical position alone.

## Adding the mean field

Now let every grain respond to

$$e=E+kP,$$

where $P$ is the mean switchable polarization. Positive $k$ favours alignment and negative $k$ opposes it. The thresholds $\alpha$ and $\beta$ now refer to $e$.

The counting argument can be reused if a reversal of $E$ is also a reversal of $e$. Along a branch $P$ is a function of $e$, and $E=e-kP(e)$, so

$$\frac{dE}{de}=1-k\frac{dP}{de}.$$

Since $dP/de\ge0$, this is positive for any $k\le0$. For positive $k$ it requires $k\,dP/de<1$. Under this condition $e$ rises and falls with $E$. When $e$ returns to its upper turning value, the cycled grains are up again, $P$ returns to $P_2$, and $E=e-kP$ returns to $E_2$. The minor loop therefore still closes. Closure and congruency are separate properties, and the mean field preserves the first.

The turning points in effective field are

$$e_1=E_1+kP_1,\qquad e_2=E_2+k(P_1+h),$$

because $P_2=P_1+h$. Replacing applied by effective fields in the height formula gives

$$h=F\big(E_1+kP_1,\;E_2+kP_1+kh\big). \tag{1}$$

The height appears on both sides because the switching grains alter the field that switches them. At an intermediate field on the rising branch,

$$P=P_1+F(E_1+kP_1,\,E+kP).$$

Left side minus right side has derivative $1-k\,\partial F/\partial e_2$ with respect to $P$. This is positive under the condition above, so the solution is unique. The falling branch follows in the same way from $P=P_2-F(E+kP,\,E_2+kP_2)$.

For a given window, $P_1$ thus fixes the whole loop. Two films with different grains up and down but equal $P_1$ must trace the same curve. This was tested on a population of 200,000 grains. One history rose from negative saturation to 1.4 MV/cm; the other came from positive saturation through a dip to −1.347 MV/cm. Both gave $P_1=5.020$ µC/cm². Although 18.4% of the grains were in different states, both loops had height 2.585 µC/cm².

## Why the height changes, and when it does not

Differentiate (1) with respect to $P_1$ at fixed $E_1$ and $E_2$. With $F_1=\partial F/\partial e_1$ and $F_2=\partial F/\partial e_2$,

$$\frac{dh}{dP_1}=kF_1+kF_2\left(1+\frac{dh}{dP_1}\right).$$

Collecting the terms in $dh/dP_1$ gives

$$\frac{dh}{dP_1}=\frac{k(F_1+F_2)}{1-kF_2}. \tag{2}$$

The sum $F_1+F_2$ is the change of $F$ when both turning points move by the same amount. To see what controls it, set $e_1=m-a$ and $e_2=m+a$, so that $m$ is the centre of the effective window and $a$ its half-width. The conditions $u-c\ge m-a$ and $u+c\le m+a$ combine into $|u-m|\le a-c$. If $c$ and $u$ are independent, with densities $g(c)$ and $f(u)$, then

$$F=2P_s\int_0^a g(c)\int_{m-(a-c)}^{m+(a-c)}f(u)\,du\,dc.$$

Differentiating the inner limits at fixed $a$ gives

$$F_1+F_2=2P_s\int_0^a g(c)\big[f(m+a-c)-f(m-a+c)\big]dc. \tag{3}$$

If $f$ is flat over the biases covered by the loop, the bracket vanishes. The mean field then moves the window onto different grains, but onto equally many of them, and congruency survives. This was tested with $k=-0.01976$ (MV/cm)/(µC/cm²) and a uniform bias density for half the grains, while the other half had thresholds too large for the window and held the background. The window ran from −0.8 to 1.6 MV/cm. At $P_1=-8.90$ and $10.01$ µC/cm² the heights were both 1.850 µC/cm².

If $f$ is symmetric and falls away from zero bias, the sign is also fixed. For $m>0$, the point $m+a-c$ lies farther from zero than $m-a+c$, so $F_1+F_2<0$. Negative $k$ then makes the loop grow with background, and positive $k$ makes it shrink. For $m<0$ both trends reverse.

## A case where the coupling can be calculated

So far $k$ has been a free parameter. It can be derived when the grains share a floating metal electrode in series with a linear capacitor. The metal is an equipotential, so the voltage left for each grain depends on the total charge of all of them.

Let the film have thickness $t$, linear relative permittivity $\varepsilon_f$ and internal field $E_f$. Let $c_s$ be the series capacitance per unit film area. With no net charge trapped on the floating electrode,

$$V=E_ft+\frac{D}{c_s},\qquad D=P+\varepsilon_0\varepsilon_fE_f.$$

Define the applied field as $E=V/t$. Substituting $D$ and dividing by $t$ gives

$$E=E_f\left(1+\frac{\varepsilon_0\varepsilon_f}{c_st}\right)+\frac{P}{c_st}.$$

Hence

$$sE_f=E+kP,\qquad k=-\frac1{c_st},\qquad s=1+\frac{\varepsilon_0\varepsilon_f}{c_st}.$$

The effective field is $e=sE_f$, and grain thresholds are quoted on that scale. The measured charge follows by inserting $E_f$ into $D$:

$$D=\frac{(s+k\varepsilon_0\varepsilon_f)P+\varepsilon_0\varepsilon_fE}{s}=\frac{P+\varepsilon_0\varepsilon_fE}{s}, \tag{4}$$

because $k\varepsilon_0\varepsilon_f=-(s-1)$.

For the example take $t=10$ nm, $\varepsilon_f=30$ and $P_s=20$ µC/cm². The series dielectric is 7 nm thick, has relative permittivity 20 and has 20 times the film area. This gives $c_s=50.6$ µF/cm² and $s=1.05$. A polarization of 1 µC/cm² costs $1/50.6=0.01976$ V, and 1 V across 10 nm is 1 MV/cm, so $k=-0.01976$ (MV/cm)/(µC/cm²). At saturation the mean field is −0.395 MV/cm. The coercive thresholds are Gaussian with mean 1.0 and spread 0.3 MV/cm, cut off at zero; the biases are Gaussian about zero with spread 0.3 MV/cm.

## How large the effect is

Each background was prepared by rising from negative saturation to a peak field and then cycling in the fixed window from −0.4 to 1.2 MV/cm. Fields are in MV/cm and polarizations in µC/cm².

| Peak | $P_1$ | $e_1$ | $e_2$ | $h$ |
|---|---|---|---|---|
| 1.2 | 2.03 | −0.440 | 1.115 | 2.253 |
| 1.4 | 5.02 | −0.499 | 1.050 | 2.585 |
| 1.7 | 8.54 | −0.569 | 0.973 | 2.925 |
| 3.0 | 12.11 | −0.639 | 0.898 | 3.182 |

These heights come from the grain population. Equation (1), evaluated with the continuous threshold distribution, agrees with them to 0.002 µC/cm².

The window centre moves from $(1.115-0.440)/2=0.34$ to $(0.898-0.639)/2=0.13$ MV/cm, towards the most common bias. Meanwhile the effective span shrinks slightly, from 1.555 to 1.537 MV/cm, which by itself would lower the height. The growth therefore comes from the translation.

Equation (2) gives the local rate. At $P_1=8.0$ µC/cm², $F_1=-10.627$ and $F_2=5.596$ (µC/cm²)/(MV/cm), so

$$\frac{dh}{dP_1}=\frac{(-0.01976)(-5.031)}{1+0.1106}=0.0895.$$

Each additional 1 µC/cm² of background adds about 0.09 µC/cm² to the loop. A finite difference of (1) gives the same value.

A quick estimate is available when $a-c$ is much smaller than the bias spread $\sigma_u$ for the cycled grains. The inner integral is then about $2(a-c)f(m)$, so at fixed $a$ the height is proportional to $\exp(-m^2/2\sigma_u^2)$. Here this predicts a height ratio of about 1.7, against the computed 1.41. The estimate is high because it ignores the shrinking span and because a window of finite width averages over the bias peak.

Two controls keep the window and thresholds fixed. With $k=0$, both extreme backgrounds give 2.130 µC/cm². With $k=+0.01$ (MV/cm)/(µC/cm²), the height falls from 1.573 to 1.035 µC/cm² as $P_1$ rises from 8.99 to 18.74 µC/cm², as the sign argument requires.

Positive coupling has a limit. The steepest branch is the rise from negative saturation, where all grains are available. Its slope is $2P_s$ times the density of $\alpha$. The spread of $\alpha$ is $\sqrt{0.3^2+0.3^2}=0.424$ MV/cm, so the maximum slope is about $40\times0.399/0.424=37.6$ (µC/cm²)/(MV/cm). For $k$ above about $1/37.6=0.027$ (MV/cm)/(µC/cm²), $dE/de$ changes sign on this branch. Switching then proceeds by avalanche, and (1) no longer has a guaranteed unique solution.

## The congruency that remains

Loops with the same $e_1$ and $e_2$ cycle the same grains. Suppose two such loops differ in background by $\Delta P$. At equal $e$ on corresponding branches their polarizations differ by $\Delta P$, and since $E=e-kP$, their applied fields differ by

$$\delta E=-k\,\Delta P. \tag{5}$$

The loops are rigid copies displaced along a slanted line in the field–polarization plane. Shifting the applied window by $\delta E$ restores congruency.

The shift must be found self-consistently, because moving the window also changes the background. Using the original difference, $12.11-2.03=10.08$ µC/cm², would give 0.199 MV/cm. The converged shift is 0.2816 MV/cm, at which $P_1=16.28$ µC/cm²; indeed $0.01976\times(16.28-2.03)=0.2816$. The height is then 2.253 µC/cm², equal to that of the low-background loop. The largest difference between the two shapes, measured from their lower turning points, falls from 0.929 to below 0.0001 µC/cm².

## What to do in a measurement

**Choose backgrounds that can reveal the effect.** For a symmetric window and a symmetric bias density, the loops reached from the two saturations are inversion images, so their heights agree for any $k$ that meets the no-avalanche condition. Between −0.5 and 0.5 MV/cm they are 0.439 and 0.434 µC/cm²; the small difference reflects a finite grain sample that is not perfectly symmetric. An intermediate background, $P_1=1.49$ µC/cm², gives 0.528 µC/cm². Use an asymmetric window or add such a background.

**Separate the linear charge.** By (4), the charge swing is $(h+\varepsilon_0\varepsilon_f\Delta E)/s$. For the 1.6 MV/cm window the linear term is 4.25 µC/cm², so the swings are 6.18 and 7.06 µC/cm². A 41% contrast in switchable polarization appears as 14% in total charge.

**Measure the coupling by shifting the window.** Track the charge continuously from a saturated state, discard the first excursion, and shift the window until the whole shape matches. Then $k=-\delta E/\Delta P$. In the series circuit the matched loops have equal film fields and hence equal linear charge, so $\Delta D=\Delta P$ and the total charge can be used directly. Matching heights alone is ambiguous, because a symmetric bias density gives equal $F$ at $m$ and $-m$ for the same span.

**Hold sweep time and temperature fixed.** Real thresholds depend on both. As a rough estimate, let $\alpha$ and $\beta$, and with them both $c$ and $u$, vary as $1/\ln(\tau/\tau_0)$, with sweep time $\tau=0.25$ ms and $\tau_0=10^{-11}$ s. A tenfold slower sweep multiplies them by 0.881 and raises the two extreme heights to 3.69 and 4.81 µC/cm². If the activation field varies as $1/T$, heating from 300 to 358 K multiplies thresholds by 0.838 and gives 4.41 and 5.58 µC/cm². The low-background loop grows by 64% in the first case and 96% in the second, more than the 41% effect being sought. The contrast between backgrounds persists, at 30% and 27%. It would be smaller if the biases came from built-in fields that stayed fixed while only the coercive thresholds fell.

## Relation to real films

The film parameters are rough typical values for polycrystalline hafnium–zirconium oxide about 10 nm thick. The 20-fold area ratio is a deliberate design choice. With equal areas, $|k|$ would be 20 times larger and the mean field $|k|P_s$ would be 7.9 MV/cm on the effective scale. Since $s$ would then be 2.05, this is 3.9 MV/cm in the film, far above the coercive threshold, which is a different operating regime. The largest film field in the example is 2.47 MV/cm, below a rough breakdown field of 4 MV/cm, and the series dielectric sees 0.75 MV/cm. At a rough leakage of $10^{-6}$ A/cm², a 1 ms cycle loses 0.001 µC/cm², negligible beside the loop height. The loss can accumulate, however: a thousand such cycles with leakage in one direction would leave 1 µC/cm² on the floating electrode and offset the effective field by about 0.02 MV/cm. Long measurements, much slower cycling or leakier layers can therefore spoil the comparison.

The heights depend strongly on the fixed-threshold assumption, as the estimates above show. The mean-field assumption is also approximate. Take 10 nm grains and an interface layer of thickness $d=0.5$ nm and relative permittivity $\varepsilon_d=30$. The layer causes a depolarizing field of magnitude $P_sd/[\varepsilon_0(\varepsilon_dt+\varepsilon_fd)]=0.36$ MV/cm, or about $P_sd/(\varepsilon_0\varepsilon_dt)=0.38$ MV/cm to leading order in $d/t$; a layer of lower permittivity would give a larger field. Suppose neighbours influence it only within a distance $d$ of a grain's edge, which is 19% of the area of a square grain. The local fringe field is then roughly $0.19\times0.38=0.07$ MV/cm, about one third of the 0.2 MV/cm by which $e_1$ shifts between the extreme backgrounds. Such fields depend on neighbouring grains, so equal $P_1$ need no longer imply equal loops. Small devices add sampling scatter: with 10 nm grains, a 1 µm² device cycles about 560 grains in the low-background loop, and the simple counting estimate $1/\sqrt{560}$ gives a height scatter of roughly 4% between devices. That could hide a difference of a few per cent between loops measured on different devices, but not one of 41%. Both backgrounds are therefore best measured on the same device: without coupling they cycle exactly the same grains, and the scatter cancels. With coupling the two loops cycle partly different grains, so it cancels only in part. The numerical output below lists the values used here.

## Calculated quantities

```
series capacitance per film area: 50.60 uF/cm2
mean-field coefficient k: -0.01976 (MV/cm)/(uC/cm2)
field scale factor s: 1.0525
mean field at saturation k*Ps: -0.395 MV/cm
Ps: 20.0 uC/cm2; window: -0.4 to 1.2 MV/cm
threshold mean, spread, bias spread: 1.0, 0.3, 0.3 MV/cm
loops: peak E | P1 | e1 | e2 | h grains | h equation (MV/cm, uC/cm2)
  1.2 | 2.03 | -0.440 | 1.115 | 2.253 | 2.255
  1.4 | 5.02 | -0.499 | 1.050 | 2.585 | 2.585
  1.7 | 8.54 | -0.569 | 0.973 | 2.925 | 2.924
  3.0 | 12.11 | -0.639 | 0.898 | 3.182 | 3.184
height ratio, highest to lowest background: 1.412
k = 0: P1 5.12, 16.87; h 2.130, 2.130 uC/cm2
k = +0.01: P1 8.99, 18.74; h 1.573, 1.035 uC/cm2
at P1 = 8.0 uC/cm2: h = 2.877 uC/cm2
  F_1, F_2: -10.627, 5.596 (uC/cm2)/(MV/cm)
  dh/dP1 formula, finite difference: 0.08953, 0.08953
equal-P1 test: P1 5.020, 5.020 uC/cm2; dip -1.347 MV/cm
  grains in different states: 18.4 %; h 2.585, 2.585 uC/cm2
restoring window shift: 0.2816 MV/cm; P1 there 16.28 uC/cm2
  height in shifted window: 2.253 uC/cm2
  largest shape gap before, after: 0.929, 0.0000 uC/cm2
flat bias density: P1 -8.90, 10.01; h 1.850, 1.850 uC/cm2
window -0.5 to 0.5 MV/cm, from -sat, +sat, intermediate:
  P1 -10.75, 10.31, 1.49; h 0.439, 0.434, 0.528 uC/cm2
charge swing, low and high background: 6.179, 7.062 uC/cm2
largest film field: 2.47 MV/cm (rough breakdown 4 MV/cm)
largest field in series dielectric: 0.75 MV/cm
leaked charge per 1 ms cycle at rough 1e-6 A/cm2: 0.0010 uC/cm2
1 um2 device, 10 nm grains: 563 grains cycle (low loop), height scatter 4.2 %
rough local fringe field for 0.5 nm dead layer: 0.072 MV/cm
10x slower sweep: thresholds x 0.881; h 3.689, 4.810 uC/cm2
358 K, not 300 K: thresholds x 0.838; h 4.410, 5.581 uC/cm2
```
